The Coulomb pseudopotential as a band matrix

1. What dimensions and symmetry fix

Take a metal with bands i = 1, 2, … and let V_ij be the static screened Coulomb amplitude for scattering a Cooper pair from band j to band i, in eV, with densities of states N_j(ξ) per spin and cell in 1/eV and ξ measured from the Fermi level. Pairs are formed from time-reversed partners, without spin-orbit coupling, so both electrons lie in the same band. Hermiticity and time reversal make V real and symmetric.

Removing pair states of high frequency replaces V by the sum of all repeated scatterings through them. Between two scatterings the pair propagates within one band, so each rung carries a diagonal matrix L = diag(L_j) with L_j > 0. The product VL must be dimensionless, so L_j is N_j(0) times a pure number ℓ_j that depends on the ratios of the cutoff to the band energies. The terms available are V, VLV, VLVLV and so on. Multiplying each from left and right by L^(1/2) turns it into a power of one symmetric dimensionless matrix,

x = L^(1/2) V L^(1/2),   L^(1/2) V* L^(1/2) = F(x),

where F acts on the eigenvalues of x and has F(0) = 0 because every term contains V. The coefficients do not depend on the number of bands, so F is the one-band Morel-Anderson function, which part 3 shows to be F(x) = x/(1+x).

Since F(0) = 0, a zero eigenvalue stays zero, and a uniform V, which has rank one, cannot gain structure. Since F(x)/x = 1/(1+x), large eigenvalues are reduced more than small ones, so a small part that raises the rank of V gains in relative weight, while a V that stays of rank one is only rescaled. As a pattern to explain, take a two-band matrix μ*_ij = V*_ij N_j(0) of MgB2 size, recalled and rounded, with diagonal elements of roughly 0.2, off-diagonal elements of roughly 0.1, and μ*_σπ > μ*_πσ. A uniform interaction supplies only the last property, and that because N_π(0) > N_σ(0). For two bands with det(1+VL) > 0, the diagonal dominance needs a bare V with det V > 0; for a positive definite V the ladder then amplifies the contrast (part 7).

2. The linearised gap equation

We work in Migdal-Eliashberg theory at T_c with k_B = 1, ω_n = (2n+1)πT, and interactions constant within each band. The normal propagator is 1/(iω̃_j − ξ). The static self-energy from V is absorbed into ξ and the frequency-even phonon shift of ξ is neglected. To first order in the pairing self-energy φ, the pair amplitude is φ times the propagators of the two partners:

1/[(iω̃ − ξ)(−iω̃ − ξ)] = 1/(ω̃² + ξ²).

Summing over the states of band j gives the pair weight

A_j(m) = ∫dξ N_j(ξ) / (ω̃_j(m)² + ξ²).

An Einstein phonon of energy Ω gives an attraction G_ij f(n−m) with f = Ω²/(Ω² + (ω_n−ω_m)²) and symmetric G_ij = λ_ij/N_j(0). Then

φ_i(n) = T Σ_m Σ_j [G_ij f(n−m) − V_ij] A_j(m) φ_j(m),   (1)

ω̃_i(n) = ω_n + T Σ_m Σ_j G_ij f(n−m) A_j(m) ω̃_j(m).   (2)

The sign and the factor in (1) are fixed by the BCS limit: for one band, a static attraction g and ω̃ = ω, the sum T Σ_m 1/(ω_m²+ξ²) = tanh(ξ/2T)/(2ξ) gives 1 = g ∫dξ N tanh(ξ/2T)/(2ξ). Equation (2) comes from the frequency-odd part −iω̃/(ω̃²+ξ²) of the propagator; V drops out because a constant times an odd function sums to zero. T_c is the temperature at which the largest eigenvalue ρ of the kernel in (1), for φ even in frequency, equals 1. The dimensionless repulsion is μ_ij = V_ij N_j(0), with the density of states on the second index.

3. Inverting the ladder

Call the frequencies |ω_m| < ω_c the window. Because V does not depend on frequency, (1) reads φ_i(n) = φ^ph_i(n) + C_i, with the phonon part φ^ph and a constant

C_i = − Σ_j V_ij T Σ_m A_j(m) φ_j(m).

Suppose first that the phonon kernel in (1) acts only when both n and m lie in the window. Outside it φ_j(m) = C_j. With

S_j = T Σ_(inside) A_j(m) φ_j(m),   L_j = T Σ_(outside) A_j(m),

the constant obeys, in matrix form, C = −V S − V L C. Collecting C gives (1 + VL) C = −V S, so

C = −V* S,   V* = (1 + VL)⁻¹ V.   (3)

Equation (1) now closes inside the window with V replaced by V*. No approximation was made, but the value ρ = 1 was used in setting φ = C, so the folded and unfolded kernels share the eigenvalue 1 at T_c and not their whole spectra. For one band, (3) multiplied by L is x/(1+x).

Multiplying (3) by 1 + VL gives V* = V − V L V*, whose iteration is the ladder V − VLV + VLVLV − …. This series converges only if the spectral radius of VL is below 1, while (3) needs only det(1+VL) ≠ 0. The identity det(1+ab) = det(1+ba) with a = V L^(1/2), b = L^(1/2) gives det(1+VL) = det(1+x). If V is positive semidefinite so is x, and the determinant is at least 1.

V* is symmetric. From (1+VL)V = V(1+LV) follows (1+VL)⁻¹V = V(1+LV)⁻¹, and the right side is the transpose of the left. With N = diag(N_j(0)) and μ* = V*N, symmetry gives

μ*_12 / μ*_21 = N_2(0)/N_1(0).   (4)

To write (3) in terms of μ = VN, put ℓ = L N⁻¹. Diagonal matrices commute, so ℓμ = N⁻¹(LV)N and (1+ℓμ)⁻¹ = N⁻¹(1+LV)⁻¹N. Hence

μ* = V(1+LV)⁻¹N = μ (1 + ℓμ)⁻¹.   (5)

The inverse is a matrix inverse. The element-wise rule μ_ij/(1+μ_ij ℓ_j) is not equivalent to it and in general violates (4).

4. The real phonon kernel

The true kernel does not stop at ω_c, and two things change outside the window. Take flat infinite bands, for which A_j = πN_j(0)/|ω̃_j|, and ω ≫ Ω ≫ T. The kernel f is then narrow on the scale ω, with weight T Σ_m f ≈ ∫dν/(2π) Ω²/(Ω²+ν²) = Ω/2. Equation (2) gives ω̃_i ≈ ω + (πΩ/2) Σ_j λ_ij, and (1) with φ ≈ C gives φ^ph_i ≈ (πΩ/2ω) Σ_j λ_ij C_j. To first order in Ω/ω,

A_i φ_i = πN_i(0) φ_i/ω̃_i ≈ (πN_i(0)/ω) [C_i + (πΩ/2ω) Σ_j λ_ij (C_j − C_i)].

The intraband terms j = i cancel. For flat bands it is therefore consistent at first order to drop φ^ph and to set ω̃ = ω in L together. What remains at first order is the interband term and the failure of A ∝ 1/ω̃ near band edges. The tail of f that connects low frequencies with those beyond ω_c enters at order (Ω/ω_c)². All of these vanish as Ω/ω_c → 0, and from here L is taken with ω̃ = ω.

5. L for an energy-dependent density of states

A is even in frequency, so L_j = 2T Σ_(m ≥ n_c) A_j(m), where n_c counts the positive frequencies inside. The points ω_m are midpoints of intervals of width 2πT, the first of which starts at ω_c = 2πT n_c. The midpoint rule, with relative error of order (2πT/ω_c)²/24, gives

L_j = (1/π) ∫_(ω_c)^∞ dω A_j(ω).   (6)

The frequency integral at fixed ξ is

∫_(ω_c)^∞ dω/(ω²+ξ²) = (1/|ξ|)[π/2 − arctan(ω_c/|ξ|)] = arctan(|ξ|/ω_c)/|ξ|,

and so

L_j(ω_c) = ∫dξ N_j(ξ) arctan(|ξ|/ω_c) / (π|ξ|).   (7)

For |ξ| ≫ ω_c the weight is 1/(2|ξ|), the full BCS weight: such states are removed almost entirely. For |ξ| ≪ ω_c it is 1/(πω_c).

For a flat band from −E_1 to E_2, (7) is (N/π)[Ti(E_1/ω_c) + Ti(E_2/ω_c)] with Ti(y) = ∫_0^y dt arctan(t)/t. The derivative of Ti(y) − Ti(1/y) is [arctan y + arctan(1/y)]/y = π/(2y), and the difference vanishes at y = 1, so Ti(y) = (π/2) ln y + Ti(1/y). With Ti(s) = s − s³/9 + … for small s,

L = (N/2) ln(E_1E_2/ω_c²) + (Nω_c/π)(1/E_1 + 1/E_2) + O(Nω_c³/E³).

For E_1 = E_2 = E the leading term is the Morel-Anderson logarithm N ln(E/ω_c). If one edge lies close, E_2 ≪ ω_c, that side contributes only N E_2/(πω_c), and half the logarithm is lost. The σ band of MgB2 ends roughly 0.5 eV above the Fermi level, close to a cutoff of ten phonon energies, where neither limit holds and (7) has to be integrated. The folding of part 3 keeps the true A_j inside the window; solving the window with πN_j(0)/|ω̃| while taking L from (7) is a further approximation.

Differentiating (3), with d(M⁻¹) = −M⁻¹ dM M⁻¹ and M = 1+VL, gives dV* = −(1+VL)⁻¹ V dL (1+VL)⁻¹ V = −V* dL V*. From (6), dL/dω_c = −A(ω_c)/π, so

dV*/d ln ω_c = (ω_c/π) V* A(ω_c) V*.   (8)

A quoted μ* matrix therefore belongs to one cutoff, and moving it to another mixes its elements.

If V depends on the individual states a = (j, ξ), the steps of part 3 hold with states as indices: Γ = (1+VK)⁻¹V, where K_a is the number of states at a times arctan(|ξ|/ω_c)/(π|ξ|). The Fermi-level elements of Γ represent the window when V varies little over |ξ| ≲ ω_c. For V_ab = u(ξ_a) V_ij u(ξ_b) with u(0) = 1, insert Γ_ab = u(ξ_a) V*_ij u(ξ_b) into Γ = V − VKΓ. The outer factors of u cancel and the inner sum is Σ_c u(ξ_c)² K_c per band, so (3) holds with N_j u² in place of N_j in (7).

6. A uniform interaction stays uniform

Let J be the matrix of ones and V = UJ. Since (J L J)_ik = Σ_j L_j, the trial V* = cJ in V* = V − VLV* gives c = U − U c tr L, so

V* = U J/(1 + U tr L),   μ*_ij = U N_j(0)/(1 + U tr L).   (9)

The band-dependent densities of states enter only through tr L and the column factor N_j(0). Both rows of μ* are equal, and for N_2 > N_1 the off-diagonal μ*_12 exceeds μ*_11. Taking instead all μ_ij equal to one number μ means V_ij = μ/N_j(0), which is not symmetric unless the N_j(0) are equal. Put into (5) regardless, the trial cJ gives cJ(1 + μℓJ) = c(1 + μ tr ℓ)J = μJ, again uniform.

One might hope that an interaction uniform only at the Fermi level is split by high-energy states that couple differently to the two bands. For positive semidefinite V this cannot happen. Let a and b be two Fermi states with V_aa = V_ab = V_bb, and let e be the vector with e_a = 1, e_b = −1 and zeros elsewhere. Then eᵀVe = V_aa + V_bb − 2V_ab = 0. For any vector y and real t,

(y+te)ᵀV(y+te) = yᵀVy + 2t yᵀVe ≥ 0.

A linear function of t is bounded below only if its slope vanishes, so yᵀVe = 0 for all y and Ve = 0. Then Γe = (1+VK)⁻¹Ve = 0, columns a and b of Γ are equal, and by symmetry Γ_aa = Γ_ab = Γ_bb.

Semidefiniteness has a simple sufficient condition. The pair (k, −k) has the orbital amplitude Φ_k(r,r′) = ψ_k(r) ψ_k*(r′), and V_kk′ = ∫∫ Φ_k* W Φ_k′ with the screened interaction W(r,r′). For real c and B = Σ_k c_k Φ_k,

cᵀVc = ∫∫ |B(r,r′)|² W(r,r′),

which is non-negative if W ≥ 0 pointwise. This covers contact and Thomas-Fermi screening. It does not cover a W that oscillates in sign, for which semidefiniteness must be checked.

Without semidefiniteness the uniformity can be lost. Take three bands with V_11 = V_12 = V_22, V_13 = p and V_23 = q ≠ p. Then Ve = (0, 0, p−q) ≠ 0 while eᵀVe = 0, so V is indefinite, and the term −VLV adds, besides the amount −V_11²(L_1+L_2) common to all three, −p²L_3, −pqL_3, −q²L_3 to the elements 11, 12, 22. The program's case of this type has lowest eigenvalue −0.188 eV and gives the block V*_11 = 0.588, V*_12 = 0.593, V*_22 = 0.470 eV. Uniformity is broken, but in this case the interband element is the largest, which is not the MgB2 pattern.

7. Two bands: a non-uniform part is amplified

Write D = V_11V_22 − V_12². The matrix to invert is

1+VL = [[1+V_11L_1, V_12L_2], [V_12L_1, 1+V_22L_2]],

Δ = det(1+VL) = (1+V_11L_1)(1+V_22L_2) − V_12²L_1L_2 = 1 + L_1V_11 + L_2V_22 + L_1L_2D.

Its inverse is (1/Δ)[[1+V_22L_2, −V_12L_2], [−V_12L_1, 1+V_11L_1]]. Multiplying by V,

Δ V*_11 = (1+V_22L_2)V_11 − V_12²L_2 = V_11 + L_2D,
Δ V*_12 = (1+V_22L_2)V_12 − V_12L_2V_22 = V_12,
Δ V*_22 = −V_12²L_1 + (1+V_11L_1)V_22 = V_22 + L_1D.   (10)

All elements are divided by Δ, and only the diagonal ones receive an addition, each from the L of the other band. Measure the closeness to rank one by r = V_12/√(V_11V_22), which is the same for μ if μ_12μ_21 replaces V_12². Since 1 − r² = D/(V_11V_22), r equals 1 for V = UJ and also for any other rank-one V with positive elements, uniform or not. From (10),

r*² = V_12² / [(V_11 + L_2D)(V_22 + L_1D)].   (11)

For positive definite V, D > 0, so |r*| < |r| whenever V_12 ≠ 0, and |r*| keeps falling as ω_c is lowered, since both L_j grow by (6). For D = 0, r* = r. Using det V* = D/Δ from (3),

1 − r*² = det V*/(V*_11V*_22) = DΔ/[(V_11+L_2D)(V_22+L_1D)].

Dividing by 1 − r² = D/(V_11V_22) and taking V = UJ + εg with ε → 0, where D → 0 and V_11, V_22 → U,

(1 − r*²)/(1 − r²) → 1 + U tr L.   (12)

The mechanism is seen with e = (1, −1) and γ = g_11 + g_22 − 2g_12. Then eᵀVe = εγ and D = εUγ + O(ε²), and (10) gives

eᵀV*e = (εγ + D tr L)/Δ = εγ(1 + U tr L)/(1 + U tr L) = εγ

to first order in ε. The repulsion in the channel of opposite sign on the two bands is not reduced at this order, while the uniform part drops by 1 + U tr L. The contrast grows because the background shrinks.

For L → ∞ at fixed D > 0, Δ → L_1L_2D, so V*_11 → 1/L_1, V*_22 → 1/L_2 and V*_12 falls as 1/(L_1L_2): μ* tends to diag(1/ℓ_j). At D = 0, (9) tends to J/tr L. The limits do not commute, and the crossover lies at L_2D ~ V_11, L_1D ~ V_22.

8. Where the non-uniform part comes from

For a contact interaction W = u δ(r−r′), V_kk′ = u ∫ |ψ_k|²|ψ_k′|². This is bilinear in the densities, so its average over Fermi sheets is V_ij = u ∫ ρ_i ρ_j with sheet-averaged densities. By the Cauchy-Schwarz inequality r < 1 unless ρ_1 and ρ_2 are proportional. Using these averages in (3) assumes that V varies little within a band.

In MgB2 the σ states (band 1) derive from boron p_x, p_y and the π states (band 2) from p_z. The sheet-averaged density matrix in the (p_x, p_y) plane is real and symmetric by time reversal and invariant under the threefold rotation at the boron site, and is hence proportional to the identity. With a common radial function and angular averages normalised to one, ρ_σ = (3/2) sin²θ and ρ_π = 3cos²θ. With c = cos θ, ⟨c²⟩ = 1/3 and ⟨c⁴⟩ = 1/5:

⟨ρ_σ²⟩ = (9/4)(1 − 2/3 + 1/5) = 6/5,
⟨ρ_σρ_π⟩ = (9/2)(1/3 − 1/5) = 3/5,
⟨ρ_π²⟩ = 9/5.

The ratio σσ : σπ : ππ is 2 : 1 : 3. If the π density on boron has weight w relative to σ, the on-site term is proportional to g = [[2, w], [w, 3w²]], with r² = w²/(6w²) = 1/6 for any w.

9. Worked example

This is a two-band model and not a first-principles calculation. Rough MgB2-size values, recalled and rounded, are N_σ(0) = 0.15 and N_π(0) = 0.20 per eV, the σ edge at 0.5 eV, Ω = 0.07 eV, λ_σσ = 1.0, λ_σπ = 0.2, λ_πσ = 0.15, λ_ππ = 0.4. These give G_σπ = 0.2/0.20 = G_πσ = 0.15/0.15 = 1 eV, symmetric as required. The band shapes are chosen: N_σ = 0.15 − 0.02ξ on [−8, 0.5] eV, holding 1.91 states per spin, and N_π equal to 0.20 on [−2, 2] eV and falling linearly to zero at ±8 eV, holding 2.00. The interaction is chosen as V = U_0J + U_1g with U_0 = U_1 = 1 eV, w = 0.6, and ω_c = 10Ω = 0.7 eV.

Bare matrix: V_σσ = 1 + 2 = 3, V_σπ = 1 + 0.6 = 1.6, V_ππ = 1 + 3(0.36) = 2.08 eV. Then μ_σσ = 0.450, μ_σπ = 0.320, μ_πσ = 0.240, μ_ππ = 0.416, D = 6.24 − 2.56 = 3.68 eV² and r = 1.6/√6.24 = 0.64.

Equation (7) gives L_σ = 0.2830 and L_π = 0.4001 per eV, or ℓ_σ = 1.89 and ℓ_π = 2.00. The spectral radius of VL is 1.38, so the series diverges and only the inverse is usable. From (10),

Δ = 1 + 0.2830×3 + 0.4001×2.08 + 0.2830×0.4001×3.68 = 1 + 0.849 + 0.832 + 0.417 = 3.098,
V*_σσ = (3 + 1.4725)/3.098 = 1.444 eV,
V*_σπ = 1.6/3.098 = 0.5165 eV,
V*_ππ = (2.08 + 1.0413)/3.098 = 1.008 eV.

Multiplying columns by N_j(0):

μ*_σσ = 0.217,  μ*_σπ = 0.103,  μ*_πσ = 0.077,  μ*_ππ = 0.202.

The diagonal elements have fallen to 0.48 of their bare values and the off-diagonal ones to 1/Δ = 0.32. The ratio μ*_σπ/μ*_πσ is 1.33, as (4) requires. The measure r* is 0.52, 0.43 and 0.39 at ω_c = 40Ω, 10Ω and 5Ω. This is the MgB2 pattern, but U_0, U_1 and w were chosen, so the example shows a mechanism and does not predict the values. The order of the two diagonal elements is not a theorem. By (10), μ*_σσ > μ*_ππ needs N_σ(V_σσ+L_πD) > N_π(V_ππ+L_σD), here 0.671 against 0.624 (dimensionless), and w = 0.8 reverses it, with μ*_σσ = 0.21 and μ*_ππ = 0.25. The element-wise rule gives 0.243, 0.195, 0.165, 0.227 in the same order: its off-diagonal elements are about twice those of (5), and their ratio is 1.18.

For comparison take the uniform interaction with the same Fermi-surface average of V* at 0.7 eV,

V̄* = (0.0225×1.444 + 2×0.03×0.5165 + 0.04×1.008)/0.35² = 0.847 eV.

Inverting (9) with tr L = 0.6831 per eV, U = 0.8472/(1 − 0.8472×0.6831) = 2.011 eV. Its bare μ has both rows equal to (0.302, 0.402) and its μ* both rows equal to (0.127, 0.169), each reduced by 1 + U tr L = 2.374. Adding εg to this UJ, the amplification of 1 − r² at ε = 10⁻⁵ eV is 2.374, as in (12). At ε = 0.1 eV, 1 − r² goes from 0.0845 to 0.1887, a factor 2.23.

Solving (1) and (2) unfolded, with 8192 positive frequencies, gives T_c = 39.5 K (3.41 meV) for the structured V and 52.6 K (4.54 meV) for the uniform one. That the first is near the measured value of roughly 40 K is no evidence for the chosen parameters. At 39.5 K the grid ends at ω_max = 175 eV; this limit is proportional to T, so less is omitted in the uniform case. Beyond the bands A_j ≈ n_j/ω² with n_j states, so by (6) the omitted part of L is n_j/(πω_max) ≈ 2/(π×175) = 0.004 per eV, about 1% of L(0.7 eV). The folded calculations below subtract L at the same limit.

A first-order estimate shows what the direction of the T_c difference depends on. With y = (TA)^(1/2) φ normalised, the kernel is symmetric and a change δV* shifts the eigenvalue by δρ = −SᵀδV*S. Structured minus uniform is δV* = (+0.597, −0.331, +0.160) eV for σσ, σπ, ππ. Writing S_σ = aN_σ(0) and S_π = bN_π(0),

SᵀδV*S = 0.0134a² − 0.0198ab + 0.0064b²  (in 1/eV).

This vanishes at a = b by the choice of equal averages, its other root is a/b = 0.0064/0.0134 = 0.48, and it is positive everywhere outside the interval between the roots, including all negative a/b. At first order the structured matrix therefore lowers T_c whenever |a| > |b|, that is, when the σ band carries the larger pair amplitude per state in magnitude. The eigenvectors of the folded problems at 39.5 K with ω_c = 10Ω give a/b ≈ 9 for the structured matrix and a/b ≈ −9 for the uniform one, where the π amplitude summed over the window is negative although φ_π at the lowest frequency keeps the sign of φ_σ. The estimate δρ is −0.08 with the first eigenvector and −0.16 with the second, while the eigenvalues differ by −0.11: first order gives the sign but not the size. The program itself asserts only that the uniform T_c is higher.

With V* from (3) and (7) inside the window, T_c is 40.65, 39.79 and 39.56 K for ω_c = 5Ω, 10Ω and 40Ω, above the unfolded 39.53 K by 2.8%, 0.7% and 0.08% of that value. The first doubling of the cutoff reduces the deviation by about 4, and the next factor of four reduces it by about 9, between linear and quadratic scaling. That the (Ω/ω_c)² terms of part 4 dominate at low cutoff and the uncancelled first-order terms at high cutoff is a conjecture consistent with these three points. With the bare V in the 10Ω window the eigenvalue at 39.5 K is 0.83, so that problem is not superconducting there.

The numerical check tests (10) symbolically, against a state-resolved ladder with and without a form factor, against the series for weak V and against the integrated flow (8). It tests (7) against an explicit Matsubara sum to 5×10⁻⁴ relative, and the exact folding of part 3, for which the folded eigenvalue at the unfolded T_c of 34.58 K of the truncated kernel equals 1 within the asserted 10⁻⁸.

10. Limits of the result

V was taken as static. If screening depends on frequency, as it does on the plasmon scale, the Coulomb part of φ is no longer a constant C and the ladder becomes an integral equation in frequency, so (3) and (7) do not apply as written. Only particle-particle ladder diagrams with a fixed V were summed; vertex corrections and spin fluctuations would change V itself and can make it indefinite, which removes both the bound det(1+VL) ≥ 1 and the theorem of part 6. A band with no Fermi surface can be removed at all frequencies by giving it the full sum T Σ_m A in place of (7), provided its phonon pairing is negligible. The monotonic fall of |r| in (11) was shown for two bands with band-constant or separable V; with further bands or general energy dependence, part 6 still holds for semidefinite V, but the σπ block has to be computed from the full inverse.

Numbers as computed

```
matrices in order ss sp ps pp, vectors in order s p
N(0) 0.1500 0.2000 1/eV
states per spin in each band 1.9125 2.0000 
Omega, cutoff wc 0.0700 0.7000 eV
U0, U1 1.0000 1.0000 eV
boron weight w 0.6000 
lambda 1.0000 0.2000 0.1500 0.4000 
G = lambda/N 6.6667 1.0000 1.0000 2.0000 eV
contact overlaps ss:sp:pp 2.0000 1.0000 3.0000 
r^2 of contact term 0.1667 
bare V 3.0000 1.6000 1.6000 2.0800 eV
bare mu 0.4500 0.3200 0.2400 0.4160 
L(wc) 0.2830 0.4001 1/eV
ell = L/N(0) 1.8864 2.0007 
L test at 40 K, edge 0.6930 eV
L Matsubara sum 0.28403 0.40190, arctan 0.28407 0.40194 1/eV
spectral radius of V L 1.3790 
D = det V 3.6800 eV^2
Delta = det(1+VL) 3.0979 
L_p D, L_s D 1.4725 1.0413 eV
Vstar 1.4437 0.5165 0.5165 1.0076 eV
mustar 0.2166 0.1033 0.0775 0.2015 
mustar_sp/mustar_ps, N_p/N_s 1.3333 1.3333 
element-wise rule (wrong) 0.2434 0.1951 0.1652 0.2270 
r bare 0.6405 
r star at wc = 40, 10, 5 Omega 0.5166 0.4282 0.3890 
mustar for w = 0.8 0.2145 0.0988 0.0741 0.2461 
average Vstar, uniform bare U 0.8472 2.0108 eV
uniform: bare mu 0.3016 0.4022 0.3016 0.4022 
uniform: mustar 0.1271 0.1694 0.1271 0.1694 
1 + U tr L, amplification at eps = 1e-5 eV 2.3736 2.3736 
eps = 0.1 eV: 1-r^2 bare, star 0.0845 0.1887 
indefinite 3-band V: lowest eigenvalue -0.1877 eV
indefinite 3-band V: Vstar block 0.5880 0.5931 0.5931 0.4703 eV
exact folding: T = 34.584 K, eigenvalue - 1 = -5.6e-15
Tc unfolded, structured V: 39.53 K = 3.406 meV
Tc unfolded, uniform V: 52.63 K = 4.535 meV
unfolded grid: 8192 frequencies, outer limit 175 eV
folded wc = 5 Omega, nc = 16: Tc 40.65 K, deviation 2.84 %
folded wc = 10 Omega, nc = 33: Tc 39.79 K, deviation 0.68 %
folded wc = 40 Omega, nc = 131: Tc 39.56 K, deviation 0.08 %
eigenvalue at Tc with bare V in 10 Omega window 0.8349
```
